# Binding an electron in MoS2 to an ion above the sheet

## The problem

A fixed ion of charge $+1$ sits at height $z$ above a monolayer of MoS2 in vacuum. An electron in the conduction band of the sheet is attracted to it. Treat the sheet as an infinitely thin plane whose in-plane polarization responds linearly, locally and statically to the in-plane field, with two-dimensional polarizability $\chi$. The electron moves in the plane with isotropic effective mass $m$. The binding energy $E_b$ is the energy of the conduction-band edge minus that of the lowest bound level.

1. Find the potential $W(q,z)$ that the ion produces in the sheet, as a function of the in-plane wave number $q$.
2. Find its form in real space, and show that $E_b$ falls as the ion is raised.
3. Set up a numerical solution for $E_b$ at any height.
4. Find the harmonic approximation for large $z$, its first correction, and the conditions under which it holds.
5. Evaluate $E_b$ for $m=0.5$ electron masses and $r_0=2\pi\chi=4$ nm, first at $z=2$ nm and then from 0 to 50 nm.

Hartree atomic units are used in the derivations, where $\hbar$, the elementary charge and the free-electron mass equal one. Results are in nm and meV. The length unit is 0.052918 nm and the energy unit 27211.4 meV. Since the ion is fixed, $m$ is the electron's own band mass and not a reduced mass.

## Hints

**Hint 1.** A polarization $\mathbf P$ carries the charge density $-\nabla\cdot\mathbf P$. After a Fourier transform in the plane, the unknown potential at the sheet appears on both sides of one algebraic equation.

**Hint 2.** Write $1/(1+x)$ as $\int_0^\infty e^{-s(1+x)}\,ds$.

**Hint 3.** In a basis of Gaussians centred below the ion, every matrix element of the potential is a single integral over $q$.

**Hint 4.** Far from the ion, the electron sees a smooth bowl. Expand the potential about its deepest point, then compare the size of the ground state with $z$.

## Solution

### 1. The screened potential

Let $Z$ be the coordinate normal to the sheet, with the sheet at $Z=0$ and the ion at $Z=z>0$. The polarization is $\mathbf P=-\chi\,\delta(Z)\nabla_\parallel\phi$, so the induced charge density is
$$\rho_{\rm ind}=-\nabla\cdot\mathbf P=\chi\,\delta(Z)\nabla_\parallel^2\phi .$$
In the plane, use $\phi(q,Z)=\int d^2\rho\,e^{-i\mathbf q\cdot\boldsymbol\rho}\phi(\boldsymbol\rho,Z)$, which turns $\nabla_\parallel^2$ into $-q^2$. Poisson's equation $\nabla^2\phi=-4\pi\rho$ becomes
$$\phi''-q^2\phi=-4\pi\left[\delta(Z-z)-\chi q^2\phi(q,0)\,\delta(Z)\right].$$

A unit source at $Z=0$ gives a decaying solution $Ae^{-q|Z|}$. Its slope jumps by $-2qA$, which must equal $-4\pi$, so $A=2\pi/q$. Adding the two sources,
$$\phi(q,Z)=\frac{2\pi}{q}\left[e^{-q|Z-z|}-\chi q^2\phi(q,0)e^{-q|Z|}\right].$$
At $Z=0$ this reads $\phi(q,0)(1+2\pi\chi q)=2\pi e^{-qz}/q$. Hence
$$W(q,z)=\phi(q,0)=\frac{2\pi e^{-qz}}{q(1+r_0q)},\qquad r_0=2\pi\chi .$$

The electron's potential energy is $-W$. Components with $qr_0\ll1$ are hardly screened, while those with $qr_0\gg1$ are reduced by $r_0q$. The factor $e^{-qz}$ removes wave numbers well above $1/z$, so raising the ion also weakens the screening.

### 2. Real space

Transforming back and doing the angular integral gives
$$V(\rho,z)=\int\!\frac{d^2q}{(2\pi)^2}\,e^{i\mathbf q\cdot\boldsymbol\rho}\,W=\int_0^\infty\! dq\,J_0(q\rho)\frac{e^{-qz}}{1+r_0q}.$$
With $r_0=0$ this must be the potential of a bare point charge, so
$$\int_0^\infty dq\,J_0(q\rho)e^{-qh}=\frac1{\sqrt{\rho^2+h^2}}.$$
Inserting Hint 2 with $x=r_0q$ merges the exponentials into $e^{-s}e^{-q(z+r_0s)}$, and therefore
$$V(\rho,z)=\int_0^\infty ds\,\frac{e^{-s}}{\sqrt{\rho^2+(z+r_0s)^2}} .$$

Seen from the sheet, the screened ion looks like a unit charge smeared upwards along the normal, with mean extra distance $r_0$. The integrand is positive and falls with $z$ at every $\rho$. The expectation value of $-V$ in any fixed state therefore rises with $z$, and by the variational principle so does the lowest energy. Thus $E_b$ falls as the ion is raised. At $z=0$ the potential is the Rytova–Keldysh potential.

### 3. The numerical problem

The bound state obeys
$$\left[-\frac{\nabla^2}{2m}-V(\rho,z)\right]\psi=-E_b\psi .$$
The lowest state has no angular dependence, so expand it in functions $e^{-a_i\rho^2}$. For a pair with exponents $a$ and $b$, let $p=a+b$. The overlap is $\int d^2\rho\,e^{-p\rho^2}=\pi/p$. Integrating the kinetic energy by parts,
$$\frac1{2m}\int d^2\rho\,4ab\rho^2e^{-p\rho^2}=\frac{4ab}{2m}\frac{\pi}{p^2}=\frac{2\pi ab}{mp^2}.$$
The two-dimensional transform of $e^{-p\rho^2}$ is $(\pi/p)e^{-q^2/4p}$, so the matrix element of $V$ is
$$\frac{\pi}{p}\int_0^\infty dq\,\frac{e^{-qz-q^2/4p}}{1+r_0q}.$$
Minimizing the energy over the coefficients gives a generalized matrix eigenvalue problem. The results below use 40 Gaussians whose widths $a^{-1/2}$ run geometrically from 0.3 to 30000 atomic units.

### 4. The harmonic limit

Define the moments
$$M_n=\int_0^\infty dq\,\frac{q^ne^{-qz}}{1+r_0q}.$$
The series $J_0(x)=1-x^2/4+x^4/64-\dots$ gives
$$-V=-M_0+\frac{M_2}{4}\rho^2-\frac{M_4}{64}\rho^4+\dots$$
The quadratic term is $\tfrac12k\rho^2$ with $k=M_2/2$. A two-dimensional oscillator has two zero-point energies of $\omega/2$, so
$$E_b\approx M_0-\omega,\qquad \omega=\sqrt{\frac km}=\sqrt{\frac{M_2}{2m}} .$$

This is also a lower bound at every $z>0$. In $J_0(x)=\frac1\pi\int_0^\pi\cos(x\sin\theta)\,d\theta$, use $\cos u\ge1-u^2/2$ and the mean value $\tfrac12$ of $\sin^2\theta$. The result is $J_0(x)\ge1-x^2/4$. The true well therefore lies nowhere above the parabola, and its ground level is no higher. Since $V\le M_0$ and the kinetic energy is positive, we have
$$M_0-\omega\le E_b<M_0 .$$

**First correction.** The oscillator density is $e^{-\rho^2/l^2}/(\pi l^2)$ with $l^2=1/(m\omega)$. Setting $t=\rho^2/l^2$ gives $\langle\rho^4\rangle=l^4\int_0^\infty t^2e^{-t}dt=2l^4$. Also $l^4=1/(m^2\omega^2)=1/(mk)=2/(mM_2)$. The quartic term lowers the energy, and so raises the binding, by
$$\frac{M_4}{64}\,2l^4=\frac{M_4}{16mM_2}.$$

**The limit $z\gg r_0$.** Expanding $1/(1+r_0q)=1-r_0q+\dots$ under the integral gives
$$M_0=\frac1z-\frac{r_0}{z^2}+\dots,\quad M_2=\frac2{z^3}-\frac{6r_0}{z^4}+\dots,\quad M_4=\frac{24}{z^5}+\dots$$
The quartic correction tends to $(24/z^5)/(32m/z^3)=3/(4mz^2)$. Collecting terms,
$$E_b=\frac1z-\frac1{\sqrt{mz^3}}+\left(\frac3{4m}-r_0\right)\frac1{z^2}+O(z^{-5/2}).$$

The order of the remainder follows by counting powers, with $l^2\propto z^{3/2}$ and $\omega\propto z^{-3/2}$:

- The screening correction to $\omega$ scales as $\omega r_0/z\propto z^{-5/2}$.
- The sextic term of the well scales as $l^6/z^7\propto z^{-5/2}$.
- The quartic term in second order scales as $(l^4/z^5)^2/\omega\propto z^{-5/2}$.

For $m=0.5$ and $r_0=5$ atomic units, the computed remainder between $z=4000$ and $16000$ atomic units falls as $z^{-2.53}$.

**When it holds.** The expansion in $\rho$ needs $l\ll z$. There are two regimes.

For $z\gg r_0$, $k\approx1/z^3$ and $l^2/z^2=1/\sqrt{mz}$, so the condition is $z\gg1/m$. For $z\ll r_0$, the main wave numbers in $M_2$ satisfy $r_0q\gg1$, and
$$M_2\approx\frac1{r_0}\int_0^\infty q\,e^{-qz}dq=\frac1{r_0z^2}.$$
Then $k\approx1/(2r_0z^2)$, and
$$\frac{l^2}{z^2}=\frac1{z^2\sqrt{mk}}=\frac1z\sqrt{\frac{2r_0}m},$$
so the condition is $z\gg\sqrt{2r_0/m}$. For the present parameters this length is 0.92 nm, well below $r_0$. The electron can thus be nearly harmonic while the sheet still screens strongly.

The bare formula $1/z-1/\sqrt{mz^3}$ asks for more. Its leading screening error $r_0/z^2$ is smaller than the zero-point term $1/\sqrt{mz^3}$ only if $\sqrt z>r_0\sqrt m$, that is, $z>mr_0^2=151$ nm.

### 5. Numbers

**By hand at 2 nm.** In atomic units $z=2/0.052918=37.79$ and $r_0=75.59$. Substituting $t=1+r_0q$ in the definition of $M_0$ gives
$$M_0=\frac{e^{z/r_0}}{r_0}\int_1^\infty\frac{e^{-zt/r_0}}t\,dt .$$
At $z/r_0=0.5$ this is $0.01221$, or 332.2 meV. The higher moments follow from $q^n/(1+r_0q)=[q^{n-1}-q^{n-1}/(1+r_0q)]/r_0$, which integrates to
$$M_n=\frac{(n-1)!}{r_0z^n}-\frac{M_{n-1}}{r_0}.$$
Applied in turn,
$$\begin{aligned}
M_1&=3.500\times10^{-4}-1.615\times10^{-4}=1.885\times10^{-4},\\
M_2&=9.262\times10^{-6}-2.494\times10^{-6}=6.768\times10^{-6},\\
M_3&=4.901\times10^{-7}-0.895\times10^{-7}=4.006\times10^{-7},\\
M_4&=3.890\times10^{-8}-0.530\times10^{-8}=3.360\times10^{-8}.
\end{aligned}$$

Since $2m=1$, $\omega=\sqrt{M_2}=0.002601$, or 70.8 meV. The harmonic binding is $332.2-70.8=261.4$ meV. The quartic correction is $M_4/(8M_2)=6.21\times10^{-4}$, or 16.9 meV, which brings the estimate to 278.3 meV.

The full solution is
$$E_b=274.0\ \text{meV}=0.01007\ \text{hartree}.$$
A separate solution on a radial grid, using the smeared-charge form of $V$, also gives 274.0 meV. The harmonic value is 4.6% below the full one. Here $l=1.47$ nm, so $l^2/z^2=0.54$, which is not very small. The root-mean-square radius of the full state is 1.78 nm.

**Other heights.** Energies are in meV.

| $z$ (nm) | $M_0-\omega$ | with quartic | full | bare formula |
|---|---|---|---|---|
| 0.5 | 347.3 | 590.3 | 464.3 | 1554.9 |
| 1 | 331.5 | 394.9 | 371.0 | 971.5 |
| 2 | 261.4 | 278.3 | 274.0 | 554.4 |
| 5 | 159.4 | 162.5 | 162.0 | 246.1 |
| 10 | 98.8 | 99.7 | 99.6 | 129.2 |
| 20 | 57.1 | 57.4 | 57.3 | 66.8 |
| 50 | 25.6 | 25.6 | 25.6 | 27.5 |

At 0.5 nm, below the harmonic onset length, the harmonic value is 25% too small and the quartic correction overshoots. From 5 nm upwards the screened harmonic formula is within 2% of the full value. The bare formula is still 7% too high at 50 nm. The depth of the well accounts for slightly more than this excess: $1/z$ is 28.8 meV there, while $M_0$ is 26.8 meV. The bare zero-point energy, 1.3 meV against $\omega=1.2$ meV, takes a little of it back.

With the ion in the plane, $z=0$, the model gives 677.4 meV and a root-mean-square radius of 0.73 nm. The harmonic expansion has no meaning there because $M_2$ diverges. The continuum value also leaves out the chemistry of the impurity cell and the coupling between valleys, so it is not a prediction for a particular substitutional donor.

### Beside a real sheet

The mass and screening length are rough typical values for monolayer MoS2. A large change comes from replacing the vacuum by a dielectric below or around the sheet. Variation 1 shows that this can cut the 2 nm binding to a half or a third.

Other changes at 2 nm, made one at a time, are smaller:

- **Thickness.** Replace the plane by a slab of thickness $d=0.6$ nm, with the electron at its midplane and the ion 2 nm from that midplane. Keeping $\chi=(\varepsilon_\parallel-1)d/4\pi$ fixed requires $\varepsilon_\parallel=1+2r_0/d=14.3$. With a rough normal constant of 6, the binding becomes 284.9 meV. For normal constants from 4 to 8 it runs from 283.9 to 285.4 meV. The effect grows as the ion comes closer: at 0.5 nm the same slab raises the binding by about 11% (9% to 12% over that range of the normal constant), so the smallest heights in the table are the least reliable for a real sheet.
- **Mass.** Raising $m$ by 20% gives 278.3 meV. Threefold symmetry about the $K$ point makes the mass tensor isotropic.
- **Nonparabolicity.** If a kinetic energy $T$ becomes $E$ with $E(1+E/E_g)=T$, then $E\approx T-T^2/E_g$. For a rough gap $E_g=2$ eV, first-order perturbation theory adds 0.6 meV to the binding.

An in-plane field also matters in a device. The binding energy divided by the charge and the radius gives $274.0\ \text{mV}/1.78\ \text{nm}=1.54$ MV/cm, but the bound state is lost well below this. The steepest slope of $V$ at this height corresponds to about 0.35 MV/cm, so in a stronger field the tilted well has no minimum. Already near 0.16 MV/cm the top of the barrier comes down to the zero-field level, and at lower fields the electron can still tunnel out.

The electron might also tunnel to the ion itself, if the ion has an empty level at the right energy. Take the vacuum level to be a rough 4 eV above the band edge. The bound electron then lies $B=4\ \text{eV}+E_b$ below that level, and the barrier is lowered by the unscreened attraction $1/u$ at distance $u$ from the ion. The semiclassical factor along the normal is
$$\exp\left[-2\int_{1/B}^{z}\sqrt{2(B-1/u)}\,du\right]=e^{-27.7}\approx10^{-12}.$$ This starts the barrier at the plane $Z=0$. In a sheet 0.6 nm thick the last 0.3 nm lies inside the material, and starting the barrier at the surface instead gives about $3\times10^{-10}$, so even the order of magnitude is uncertain. The image forces from the sheet are left out here. In the thin-plane model they would raise this factor about fifteenfold, but nearly all of that comes from the last 0.3 nm above the plane, where the model is unreliable. A lifetime would also need an attempt rate and the level structure of the ion. Phonon dressing of the electron is left out throughout.

## Variation 1: a dielectric around the sheet

*The ion is in a medium of constant $\varepsilon_1$ above the sheet, and a medium $\varepsilon_2$ lies below. How do $W$ and the binding change?*

Write $\phi_0=\phi(q,0)$. Below the sheet, $\phi=\phi_0e^{qZ}$. Above it,
$$\phi=\frac{2\pi}{\varepsilon_1q}e^{-q|Z-z|}+Ce^{-qZ},\qquad C=\phi_0-\frac{2\pi}{\varepsilon_1q}e^{-qz},$$
where $C$ follows from continuity. Just above the sheet the slope is
$$\phi'(0^+)=\frac{2\pi}{\varepsilon_1}e^{-qz}-qC=\frac{4\pi}{\varepsilon_1}e^{-qz}-q\phi_0 .$$
Gauss's law with sheet charge $-\chi q^2\phi_0$ reads
$$\varepsilon_2\phi'(0^-)-\varepsilon_1\phi'(0^+)=-4\pi\chi q^2\phi_0=-2r_0q^2\phi_0 .$$
Inserting $\phi'(0^-)=q\phi_0$ and the slope above gives $(\varepsilon_1+\varepsilon_2)q\phi_0-4\pi e^{-qz}=-2r_0q^2\phi_0$, so
$$W=\frac{2\pi e^{-qz}}{q(\kappa+r_0q)},\qquad \kappa=\frac{\varepsilon_1+\varepsilon_2}2 .$$

This form was tested against a finite-difference solution of Poisson's equation at $z=2$ nm and $q=0.3$, $0.8$ and $1.5$ nm$^{-1}$, with $(\varepsilon_1,\varepsilon_2)=(1,1)$, $(1,3.9)$ and $(3.9,3.9)$. The largest relative difference was $2.4\times10^{-5}$.

For $z\gg r_0/\kappa$ the well has depth $1/(\kappa z)$ and stiffness $1/(\kappa z^3)$, so the bare harmonic limit becomes $1/(\kappa z)-1/\sqrt{\kappa mz^3}$.

At 2 nm, an oxide-like substrate with $\varepsilon_2=3.9$ and vacuum above gives $\kappa=2.45$ and a binding of 138.7 meV. Embedding both sheet and ion in that medium gives $\kappa=3.9$ and 91.2 meV. The first reduction is by a factor 1.98, less than $\kappa$. Each component of $W$ is reduced by $(\kappa+r_0q)/(1+r_0q)$, which lies below $\kappa$ for every $q>0$ because the sheet already screens the short waves. The zero-point energy works the other way, since it falls by a smaller factor than the depth (only by $\sqrt\kappa$ in the bare harmonic limit), but at 2 nm this does not outweigh the first effect.

## Variation 2: room temperature and free carriers

*The sheet in vacuum, with the ion at 2 nm, is at 300 K. How many donors are ionized, and what do free carriers do to the binding?*

**Ionization.** With spin and two valleys, the band and the bound level both have degeneracy $g=4$. The density of states per area is $gm/2\pi$. Integrating it with the Fermi function gives
$$n=N\ln(1+e^{\mu/kT}),\qquad N=\frac{gmkT}{2\pi}=1.08\times10^{13}\ \text{cm}^{-2},$$
where $\mu$ is measured from the band edge and $kT=25.9$ meV.

Let each donor bind at most one electron, in its ground level alone. The ratio of neutral to ionized donors is then $4e^{(E_b+\mu)/kT}$. Let $x$ be the ionized fraction of donors of density $n_D$. Neutrality gives $n=xn_D$, and for a dilute gas $e^{\mu/kT}=n/N$. Therefore
$$\frac{x^2}{1-x}=\frac N{4n_D}e^{-E_b/kT}.$$

For $n_D=10^{11}$ cm$^{-2}$ and $E_b=274.0$ meV, $x$ is 2.6%. The embedded case of Variation 1, with 91.2 meV, has a right-hand side of $27e^{-3.53}=0.79$, hence $x=0.58$. The surroundings thus change the ionized fraction strongly. Excited bound levels, omitted here, would lower both fractions, and in the embedded case they can bring $x$ below one half. Screening by the freed carriers, also omitted here and estimated next, would weaken the binding and raise them.

**Screening.** If the potential varies slowly, it changes the local carrier density by $(dn/d\mu)\phi_0$ and adds the sheet charge $-(dn/d\mu)\phi_0$. The equation of part 1 becomes
$$\phi_0=\frac{2\pi}q\left[e^{-qz}-\chi q^2\phi_0-\frac{dn}{d\mu}\phi_0\right],$$
so
$$W=\frac{2\pi e^{-qz}}{q(1+r_0q)+q_s},\qquad q_s=2\pi\frac{dn}{d\mu}.$$
Since $1+e^{\mu/kT}=e^{n/N}$, differentiating $n$ gives
$$\frac{dn}{d\mu}=\frac N{kT}\,\frac{e^{\mu/kT}}{1+e^{\mu/kT}}=\frac{gm}{2\pi}\left(1-e^{-n/N}\right).$$

| $n$ (cm$^{-2}$) | $q_s$ (nm$^{-1}$) | $E_b$ (meV) |
|---|---|---|
| $10^{10}$ | 0.035 | 208.6 |
| $10^{11}$ | 0.348 | 105.0 |
| $10^{12}$ | 3.343 | 18.3 |

Even $10^{10}$ carriers per cm$^2$ lower the binding by 65 meV in this estimate, mainly because they cut off the long-range part of the attraction, which the sheet itself screens only weakly.

These values show what the linear formula gives and are not predictions. Smooth screening needs many carriers within a distance $1/q_s$ of the ion, but the mean number there, $\pi n/q_s^2$, is only 0.26 at $10^{10}$ cm$^{-2}$ and 0.003 at $10^{12}$ cm$^{-2}$. Linear response of a dilute gas needs a potential energy well below $kT$, whereas the bare-sheet well is 332 meV deep. The local relation also overstates the response to waves shorter than the thermal wavelength. The value 274 meV was derived for a sheet without mobile carriers. Finding how much a dilute gas of them changes it needs a treatment beyond linear screening. The numerical output lists most of the computed values.

## Computed results

```
Effective mass (rough): 0.50 electron masses
Screening length r0 (rough): 4.0 nm
Bohr radius: 0.052918 nm; Hartree: 27211.4 meV
Harmonic onset sqrt(2 r0/m): 0.92 nm
Bare-limit scale m r0^2: 151 nm
Binding at z=0: 677.4 meV
Same by radial grid: 677.4 meV
RMS radius at z=0: 0.73 nm
Height table: z in nm, all energies in meV
z | M0 | omega | M0-omega | with quartic | full | bare limit
 0.5 | 662.2 | 314.9 | 347.3 | 590.3 | 464.3 | 1554.9
 1.0 | 482.7 | 151.2 | 331.5 | 394.9 | 371.0 | 971.5
 2.0 | 332.2 | 70.8 | 261.4 | 278.3 | 274.0 | 554.4
 5.0 | 184.0 | 24.5 | 159.4 | 162.5 | 162.0 | 246.1
10.0 | 109.3 | 10.4 | 98.8 | 99.7 | 99.6 | 129.2
20.0 | 61.4 | 4.2 | 57.1 | 57.4 | 57.3 | 66.8
50.0 | 26.8 | 1.2 | 25.6 | 25.6 | 25.6 | 27.5
Harmonic shortfall, same heights (%): 25.2, 10.7, 4.6, 1.6, 0.8, 0.4, 0.2
Three-term series at 50 nm: 25.2 meV
Remainder falls as z to the power: -2.53
Largest relative error of W against Poisson grid: 2.4e-05
Main height: 2.0 nm
Main binding: 274.0 meV = 0.01007 hartree
Same by radial grid: 274.0 meV
Oscillator length l: 1.47 nm
RMS radius: 1.78 nm
Mean kinetic energy: 24.2 meV
Binding on substrate, epsilon 3.9: 138.7 meV
Binding embedded, epsilon 3.9: 91.2 meV
Slab thickness (rough): 0.6 nm
Slab epsilon in plane, normal: 14.3, 6.0
Binding with finite slab: 284.9 meV
Binding with mass raised 20%: 278.3 meV
Nonparabolic gain, gap 2.0 eV: 0.6 meV
Thermal energy at 300 K: 25.9 meV
Band density N at 300 K: 1.08e+13 cm^-2
Carriers 1e+10 cm^-2: q_s 0.035 nm^-1, binding 208.6 meV
Carriers 1e+11 cm^-2: q_s 0.348 nm^-1, binding 105.0 meV
Carriers 1e+12 cm^-2: q_s 3.343 nm^-1, binding 18.3 meV
Donor density: 1e+11 cm^-2
Ionized fraction at 300 K: 2.56 %
Mean donor spacing: 31.6 nm
In-plane field scale: 1.54 MV/cm
Tunnel barrier (rough): 4.0 eV
WKB exponent to ion: 27.7; factor 9.8e-13
```
